# The density error of the Harris-Foulkes energy: a program that tests the result

```python
"""
Result under test: the Harris-Foulkes energy E_HF[n_in] differs from the
self-consistent Kohn-Sham energy E0 by
    -1/2 <d| K (1 - chi0 K) |d> + O(d^3),   d = n_in - n0,
n0: self-consistent density; K: Hartree plus exchange-correlation kernel;
chi0: static independent-electron response. Densities are represented by
density matrices in a Gaussian basis. Internal units: hartree and bohr.
Test system: silane SiH4, LDA (Slater exchange, VWN correlation), def2-SVP.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import dblquad
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, dft, scf

EV = sc.value('Hartree energy in eV')
BOHR_NM = sc.value('Bohr radius') * 1e9
LDA = 'lda,vwn'
N_OCC = 9


def run_scf(bond_nm, basis='def2-svp', xc=LDA, tol=1e-9, grad=1e-5):
    a = 10 * bond_nm / np.sqrt(3)
    corners = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
    atoms = [('Si', (0., 0., 0.))]
    atoms += [('H', tuple(a * s for s in c)) for c in corners]
    mol = gto.M(atom=atoms, basis=basis, unit='Angstrom', verbose=0)
    mf = dft.RKS(mol)
    mf.xc = xc
    mf.grids.level = 2
    mf.conv_tol = tol
    mf.conv_tol_grad = grad
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def prepare(mf):
    """Integrals and grid data for one geometry."""
    mol = mf.mol
    n = mol.nao_nr()
    return SimpleNamespace(
        n=n, h=mf.get_hcore(), S=mf.get_ovlp(), enn=mol.energy_nuc(),
        eri=mol.intor('int2e').reshape(n * n, n * n),
        ao=dft.numint.eval_ao(mol, mf.grids.coords),
        w=np.asarray(mf.grids.weights),
        atoms=np.array(scf.hf.init_guess_by_atom(mol)))


def coulomb(s, D):
    return (s.eri @ D.ravel()).reshape(s.n, s.n)


def density(s, D):
    return np.einsum('pi,pi->p', s.ao @ D, s.ao)


def grid_matrix(s, v):
    return s.ao.T @ (s.ao * (s.w * v)[:, None])


def hxc(s, D):
    """E_Hxc, its potential matrix, and E_Hxc - integral(v_Hxc n)."""
    rho = density(s, D)
    exc, vxc = dft.libxc.eval_xc(LDA, rho, spin=0, deriv=1)[:2]
    J = coulomb(s, D)
    e_h = 0.5 * np.sum(J * D)
    e_xc = np.sum(s.w * rho * exc)
    double_count = -e_h + e_xc - np.sum(s.w * rho * vxc[0])
    return e_h + e_xc, J + grid_matrix(s, vxc[0]), double_count


def one_shot(s, D):
    """One diagonalization from input D, and three energies built from it."""
    _, v_in, dc_in = hxc(s, D)
    eps, C = eigh(s.h + v_in, s.S)
    Co = C[:, :N_OCC]
    D_out = 2 * Co @ Co.T
    band = 2 * eps[:N_OCC].sum()
    e_out, _, dc_out = hxc(s, D_out)
    return SimpleNamespace(
        hf=band + dc_in + s.enn,
        ks=np.sum(s.h * D_out) + e_out + s.enn,
        mixed=band + dc_out + s.enn,
        D_out=D_out, eps=eps, C=C, gap=eps[N_OCC] - eps[N_OCC - 1])


def kernel_parts(s, D_ref, dD):
    """Hartree and xc parts of K applied to dD, K taken at D_ref."""
    rho = density(s, D_ref)
    fxc = dft.libxc.eval_xc(LDA, rho, spin=0, deriv=2)[2][0]
    fxc = np.where(rho > 1e-12, fxc, 0.0)
    return coulomb(s, dD), grid_matrix(s, fxc * density(s, dD))


# ---- self-consistent reference and atomic-superposition input -------------
BOND, STEP = 0.148, 0.010
mf0 = run_scf(BOND, tol=1e-11, grad=1e-7)
s = prepare(mf0)
D0 = np.array(mf0.make_rdm1())
for _ in range(80):        # remove the last residual by plain mixing
    res = one_shot(s, D0).D_out - D0
    if np.abs(res).max() < 1e-9:
        break
    D0 = D0 + 0.5 * res
assert np.abs(res).max() < 1e-9
ref = one_shot(s, D0)
E0 = ref.hf
assert abs(E0 - mf0.e_tot) < 1e-7      # separate implementation of the energy
d = s.atoms - D0
assert abs(np.sum(s.atoms * s.S) - 2 * N_OCC) < 1e-6
moved = 0.5 * np.sum(s.w * np.abs(density(s, d)))

# ---- leading coefficients from linear response ----------------------------
KJ, KX = kernel_parts(s, D0, d)
Kd = KJ + KX
Co, Cv = ref.C[:, :N_OCC], ref.C[:, N_OCC:]
X = (Cv.T @ Kd @ Co) / (ref.eps[None, :N_OCC] - ref.eps[N_OCC:, None])
d_out = 2 * (Cv @ X @ Co.T)
d_out = d_out + d_out.T
part_h, part_x = -0.5 * np.sum(d * KJ), -0.5 * np.sum(d * KX)
part_resp = 0.5 * np.sum(d_out * Kd)
c_hf = part_h + part_x + part_resp
R = d_out - d
KR = sum(kernel_parts(s, D0, R))
half_RKR = 0.5 * np.sum(R * KR)
c_ks = c_hf + half_RKR
c_mixed = -np.sum(D0 * KR)

# ---- the same coefficients from the energies themselves -------------------
lam = 0.02
p1, p2 = one_shot(s, D0 + lam * d), one_shot(s, D0 + lam / 2 * d)


def extrapolated(name, power):
    f1 = (getattr(p1, name) - E0) / lam**power
    f2 = (getattr(p2, name) - E0) / (lam / 2)**power
    return 2 * f2 - f1


num_hf, num_ks = extrapolated('hf', 2), extrapolated('ks', 2)
num_mixed = extrapolated('mixed', 1)
exponent = np.log2((p1.hf - E0) / (p2.hf - E0))
assert abs(num_hf - c_hf) < 3e-3 * abs(c_hf)
assert abs(num_ks - c_ks) < 3e-3 * (abs(c_hf) + abs(c_ks))
assert abs(num_mixed - c_mixed) < 1e-2 * abs(c_mixed)
assert abs(exponent - 2) < 0.05


# ---- derivative away from self-consistency, and exact path integral -------
def slope(x):
    D = D0 + x * d
    return np.sum(sum(kernel_parts(s, D, d)) * (one_shot(s, D).D_out - D))


h = 1e-3
fd_slope = (one_shot(s, D0 + (0.5 + h) * d).hf
            - one_shot(s, D0 + (0.5 - h) * d).hf) / (2 * h)
an_slope = slope(0.5)
assert abs(fd_slope - an_slope) < 1e-4 * abs(an_slope)
nodes, weights = np.polynomial.legendre.leggauss(8)
path = sum(0.5 * wt * slope(0.5 * (x + 1)) for x, wt in zip(nodes, weights))
table = [(x, one_shot(s, D0 + x * d)) for x in (1.0, 0.5, 0.25, 0.125)]
full = table[0][1]
assert abs(path - (full.hf - E0)) < 1e-4 * abs(full.hf - E0)
min_gap = min([ref.gap] + [t.gap for _, t in table])
assert min_gap > 0


# ---- without exchange-correlation the functional is concave ---------------
def hartree_only(D):
    J = coulomb(s, D)
    eps = eigh(s.h + J, s.S, eigvals_only=True)
    return 2 * eps[:N_OCC].sum() - 0.5 * np.sum(J * D)


rng = np.random.default_rng(1)
margins = []
for _ in range(20):
    A, B = rng.normal(size=(2, s.n, s.n)) * 0.05
    D1, D2 = D0 + A + A.T, s.atoms + B + B.T
    margins.append(hartree_only((D1 + D2) / 2)
                   - 0.5 * (hartree_only(D1) + hartree_only(D2)))
assert min(margins) > 0

# ---- uniform gas: the curvature can have either sign ----------------------
n_gas_nm = 200.0
n_gas = n_gas_nm * BOHR_NM**3
kF = (3 * np.pi**2 * n_gas)**(1 / 3)


def local_kernel(code):
    t = 1e-4
    v = dft.libxc.eval_xc(code, n_gas * np.array([1 - t, 1 + t]),
                          spin=0, deriv=1)[1][0]
    return (v[1] - v[0]) / (2 * t * n_gas)


fx, fxc_gas = local_kernel('lda,'), local_kernel(LDA)
q_x = brentq(lambda q: 4 * np.pi / q**2 + fx, 0.5 * kF, 5 * kF)
q_xc = brentq(lambda q: 4 * np.pi / q**2 + fxc_gas, 0.5 * kF, 5 * kF)
assert abs(q_x / (2 * kF) - 1) < 1e-5
q = 2.2 * kF
integral = dblquad(lambda mu, k: k**2 / (q**2 / 2 + k * q * mu),
                   0, kF, -1, 1)[0]
chi = -4 * 2 * np.pi / (2 * np.pi)**3 * integral
x = q / (2 * kF)
lindhard = -kF / np.pi**2 * (0.5 + (1 - x**2) / (4 * x)
                             * np.log(abs((1 + x) / (1 - x))))
assert abs(chi / lindhard - 1) < 1e-6
K_q = 4 * np.pi / q**2 + fx
curv = -K_q * (1 - chi * K_q)
assert curv > 0

# ---- bond stretching: one-shot against self-consistent --------------------
e_scf, e_hf = {0: E0}, {0: full.hf}
for sign in (-1, 1):
    mf = run_scf(BOND + sign * STEP)
    g = prepare(mf)
    e_scf[sign], e_hf[sign] = mf.e_tot, one_shot(g, g.atoms).hf


def wavenumber(e):
    """Breathing mode: Si at rest, four H atoms moving radially, in 1/cm."""
    k = (e[1] + e[-1] - 2 * e[0]) * EV * sc.e / (STEP * 1e-9)**2
    omega = np.sqrt(k / (4 * (sc.m_p + sc.m_e)))
    return omega / (2 * np.pi * sc.c) / 100


st_scf, st_hf = (e_scf[1] - e_scf[0]) * EV, (e_hf[1] - e_hf[0]) * EV
wn_scf, wn_hf = wavenumber(e_scf), wavenumber(e_hf)
assert np.isfinite(wn_scf) and np.isfinite(wn_hf)
zero_point = 0.5 * sc.h * sc.c * wn_scf * 100 / sc.e


def stretch(**kw):
    return (run_scf(BOND + STEP, **kw).e_tot - run_scf(BOND, **kw).e_tot) * EV


st_pbe, st_tz = stretch(xc='pbe,pbe'), stretch(basis='def2-tzvp')
T = 900.0
kT = sc.k * T / sc.e
thermal = np.exp(-ref.gap * EV / (2 * kT))

# ---- output ---------------------------------------------------------------
print(f"Si-H length: {BOND:.3f} nm; bond change: {STEP:.3f} nm")
print(f"basis functions: {s.n}; grid points: {len(s.w)}")
print(f"electrons on grid: {np.sum(s.w * density(s, D0)):.5f}")
print(f"self-consistent energy E0: {E0 * EV:.4f} eV")
print(f"displaced charge, half integral |d|: {moved:.4f} electrons")
print(f"gap at n0: {ref.gap * EV:.3f} eV; least in table: {min_gap * EV:.3f} eV")
print("errors in eV: scale, E_HF, E_KS[n_out], wrongly mixed")
for x_, t in table + [(lam, p1), (lam / 2, p2)]:
    print(f"  {x_:.3f} {(t.hf - E0) * EV:.6f} {(t.ks - E0) * EV:.6f}"
          f" {(t.mixed - E0) * EV:.6f}")
print(f"exponent of E_HF error at small scale: {exponent:.4f}")
print(f"-1/2<d|K|d>, Hartree part: {part_h * EV:.4f} eV")
print(f"-1/2<d|K|d>, xc part: {part_x * EV:.4f} eV")
print(f"+1/2<d|K chi0 K|d>: {part_resp * EV:.4f} eV")
print(f"E_HF coefficient, response: {c_hf * EV:.5f} eV")
print(f"E_HF coefficient, energies: {num_hf * EV:.5f} eV")
print(f"1/2<R|K|R> coefficient: {half_RKR * EV:.5f} eV")
print(f"E_KS[n_out] coefficient, response: {c_ks * EV:.5f} eV")
print(f"E_KS[n_out] coefficient, energies: {num_ks * EV:.5f} eV")
print(f"mixed slope, response: {c_mixed * EV:.4f} eV")
print(f"mixed slope, energies: {num_mixed * EV:.4f} eV")
print(f"dE_HF/dscale at 0.5, formula: {an_slope * EV:.5f} eV")
print(f"dE_HF/dscale at 0.5, differences: {fd_slope * EV:.5f} eV")
print(f"path integral of the error: {path * EV:.6f} eV")
print(f"least concavity margin, no xc: {min(margins) * EV:.3f} eV")
print(f"gas density: {n_gas_nm:.0f} per nm^3; kF: {kF / BOHR_NM:.3f} 1/nm")
print(f"K(q)=0, exchange only: {q_x / BOHR_NM:.3f} 1/nm = {q_x / kF:.4f} kF")
print(f"K(q)=0, with correlation: {q_xc / kF:.4f} kF")
print(f"E_HF curvature at 2.2 kF: {curv * EV * BOHR_NM**3:.3e} eV nm^3")
for k_ in (-1, 0, 1):
    print(f"E_HF error at {BOND + k_ * STEP:.3f} nm: "
          f"{(e_hf[k_] - e_scf[k_]) * EV:.4f} eV")
print(f"stretch energy, self-consistent: {st_scf:.4f} eV")
print(f"stretch energy, E_HF: {st_hf:.4f} eV")
print(f"breathing mode, self-consistent: {wn_scf:.0f} 1/cm")
print(f"breathing mode, E_HF: {wn_hf:.0f} 1/cm")
print(f"stretch energy change with PBE: {st_pbe - st_scf:.4f} eV")
print(f"stretch energy change with def2-TZVP: {st_tz - st_scf:.4f} eV")
print(f"breathing zero-point energy: {zero_point:.4f} eV")
print(f"kT at {T:.0f} K: {kT:.4f} eV; exp(-gap/2kT): {thermal:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
Si-H length: 0.148 nm; bond change: 0.010 nm
basis functions: 38; grid points: 33416
electrons on grid: 18.00000
self-consistent energy E0: -7906.7346 eV
displaced charge, half integral |d|: 0.8683 electrons
gap at n0: 8.942 eV; least in table: 8.942 eV
errors in eV: scale, E_HF, E_KS[n_out], wrongly mixed
  1.000 -1.182440 0.487754 -80.546475
  0.500 -0.302957 0.131308 -41.024782
  0.250 -0.076093 0.033814 -20.678112
  0.125 -0.019027 0.008562 -10.377047
  0.020 -0.000487 0.000221 -1.665100
  0.010 -0.000122 0.000055 -0.832768
exponent of E_HF error at small scale: 2.0002
-1/2<d|K|d>, Hartree part: -1.6226 eV
-1/2<d|K|d>, xc part: 0.7663 eV
+1/2<d|K chi0 K|d>: -0.3597 eV
E_HF coefficient, response: -1.21595 eV
E_HF coefficient, energies: -1.21596 eV
1/2<R|K|R> coefficient: 1.77004 eV
E_KS[n_out] coefficient, response: 0.55409 eV
E_KS[n_out] coefficient, energies: 0.55410 eV
mixed slope, response: -83.2985 eV
mixed slope, energies: -83.2987 eV
dE_HF/dscale at 0.5, formula: -1.20298 eV
dE_HF/dscale at 0.5, differences: -1.20298 eV
path integral of the error: -1.182440 eV
least concavity margin, no xc: 3.195 eV
gas density: 200 per nm^3; kF: 18.092 1/nm
K(q)=0, exchange only: 36.184 1/nm = 2.0000 kF
K(q)=0, with correlation: 1.9315 kF
E_HF curvature at 2.2 kF: 2.350e-03 eV nm^3
E_HF error at 0.138 nm: -1.6371 eV
E_HF error at 0.148 nm: -1.1824 eV
E_HF error at 0.158 nm: -0.8416 eV
stretch energy, self-consistent: 0.1607 eV
stretch energy, E_HF: 0.5016 eV
breathing mode, self-consistent: 2295 1/cm
breathing mode, E_HF: 2121 1/cm
stretch energy change with PBE: 0.0068 eV
stretch energy change with def2-TZVP: 0.0649 eV
breathing zero-point energy: 0.1423 eV
kT at 900 K: 0.0776 eV; exp(-gap/2kT): 9.2e-26
ALL CHECKS PASSED
```
